# The Mirror Image Missing from a Chiral Precursor's Vapour Entropy

## The argument under review

The argument concerns a volatile metal complex with three chelating ligands. The ligands wind around the metal like the blades of a propeller, so the molecule is chiral, and the material in the source is racemic. The temperature giving a vapour pressure of 1 Torr is predicted as follows.

1. One structure, say the right-handed one, is optimised, and its harmonic frequencies are computed.
2. The left-handed molecule has the same energy, moments of inertia and frequencies, so its entropy is the same.
3. Equivalent arrangements of the molecule are accounted for by the rotational symmetry number.
4. Hence the entropy computed for one structure is the entropy per molecule of the racemic vapour, and it can be used directly in the vapour pressure.

My comment is that step 2 is correct, step 3 is correct for rotations but not for reflections, and step 4 does not follow. Two species with equal entropies, each evaluated as a pure gas at pressure $p$, need not form a mixture with that same entropy at total pressure $p$. The analysis below finds the difference, and then asks when it matters for the source.

The vapour is treated as an ideal gas of rigid rotors with harmonic vibrations. Electronic and nuclear-spin factors are the same for both hands and are left out. The algebra uses atomic units, $\hbar=1$, with Boltzmann's constant $k$ kept. Numerical entropies are per molecule, in units of $k$.

## What the optimised structure does contain

Let a reflection $M$ act on all nuclear positions, $\mathbf r_i\to M\mathbf r_i$. The Coulomb Hamiltonian depends on distances between particles, and its kinetic energy is unchanged by reflection. The potential surface therefore satisfies $V(MX)=V(X)$. The minute energy difference between mirror images due to the weak interaction is neglected.

Differentiating twice gives the force-constant matrix of the image, $H'=MHM^{T}$. Since $M$ mixes the three coordinates of each atom but not different atoms, it commutes with the mass matrix. The mass-weighted matrices then have the same eigenvalues, and the frequencies agree. The inertia tensor
$$I_{ab}=\sum_i m_i\left(r_i^2\delta_{ab}-r_{ia}r_{ib}\right)$$
also becomes $MIM^T$, with unchanged principal moments. Step 2 of the argument stands: the one-molecule partition functions obey $q_R=q_L=q$.

The symmetry number $\sigma$ has a different task. The classical rotational integral runs over all orientations. If $\sigma$ proper rotations carry the molecule onto itself with identical nuclei exchanged, the integral counts each distinct arrangement $\sigma$ times, and we divide by $\sigma$. A proper rotation has determinant $+1$ and a reflection has determinant $-1$. For a chiral molecule no proper rotation reaches the mirror image, so the integral has never visited it. Dividing by $\sigma$ neither adds nor removes it.

A ten-particle skeleton shows this. It has a metal, six donor atoms at 2.00 Å and three ligand beads at 4.00 Å, with a total mass of 350 u. A search over permutations of identical particles finds 6 proper rotations of the twisted skeleton onto itself and 0 onto its mirror image. The best attempt at the latter leaves a root-mean-square misfit of 1.12 Å. If the twist is removed, the skeleton becomes an achiral prism, and 6 proper rotations match it to its image. For the prism the "other hand" is merely another orientation, already counted, and no correction is due.

## The entropy of the enantiopure gas

Write $q=V\phi(T)$, where
$$\phi=\left(\frac{mkT}{2\pi}\right)^{3/2}q_{\rm rot}\,q_{\rm vib},\qquad q_{\rm rot}=\frac{\sqrt\pi}{\sigma}\prod_{a=1}^{3}(2I_akT)^{1/2}.$$
For $N$ molecules of one hand, $Q_{\rm one}=q^N/N!$. Stirling's formula, $\ln N!\simeq N\ln N-N$, gives
$$\ln Q_{\rm one}=N\left[\ln\frac{V\phi}{N}+1\right].$$
From $F=-kT\ln Q$ and $S=-(\partial F/\partial T)_{V,N}$,
$$\frac{S_{\rm one}}{N}=k\left[\ln\frac{V\phi}{N}+1+T\frac{d\ln\phi}{dT}\right].$$
The translational factor contributes $3/2$ to the last term, and $V/N=kT/p$. Therefore
$$s_{\rm one}(T,p)=k\left[\ln\left\{\left(\frac{mkT}{2\pi}\right)^{3/2}\frac{kT}{p}\right\}+\frac52\right]+s_{\rm rot}+s_{\rm vib}.$$
Because $q_{\rm rot}\propto T^{3/2}$, we have $s_{\rm rot}=k(\ln q_{\rm rot}+3/2)$. With $u_j=\omega_j/kT$, the vibrational part is
$$s_{\rm vib}=k\sum_j\left[\frac{u_j}{e^{u_j}-1}-\ln(1-e^{-u_j})\right].$$

At 450 K and 1 Torr the skeleton has translational, rotational and vibrational entropies of 29.53, 16.29 and 34.04, so
$$s_{\rm one}/k=29.53+16.29+34.04=79.86.$$
The internal motions of real ligands are missing from this total. They would add the same amount for either hand.

## Where step 4 fails

Now put $N/2$ right-handed and $N/2$ left-handed molecules in the same volume at the same temperature. Permuting molecules within one species gives no new state, but a right-handed molecule is not identical to a left-handed one. The partition function is
$$Q_{\rm rac}=\frac{q^{N/2}}{(N/2)!}\frac{q^{N/2}}{(N/2)!}=Q_{\rm one}\frac{N!}{[(N/2)!]^2}.$$
The last factor is the number of ways of assigning the two hands to $N$ molecules. Stirling's formula gives
$$\ln\frac{N!}{[(N/2)!]^2}\simeq N\ln N-N-2\left[\frac N2\ln\frac N2-\frac N2\right]=N\ln2.$$
It depends on neither $T$ nor $V$. The pressure $kT\,\partial\ln Q/\partial V=NkT/V$ is therefore the same for both gases, the energy is unchanged, and the entropy rises by $Nk\ln2$:
$$\boxed{s_{\rm rac}(T,p)=s_{\rm one}(T,p)+k\ln2.}$$
Per mole of all molecules, both hands together, this is $R\ln2=5.763$ J/(mol K). At 450 K it lowers the free energy by $kT\ln2=0.0269$ eV per molecule.

The next term in Stirling's formula, $\frac12\ln(2\pi n)$ for $\ln n!$, shows how the limit is reached. It adds $\frac12\ln(2\pi N)-\ln(\pi N)=-\frac12\ln(\pi N/2)$ to the logarithm, so
$$\frac{s_{\rm mix}}{k}\simeq\ln2-\frac{\ln(\pi N/2)}{2N}.$$
For $N=100$ this gives 0.6679, against 0.6678 from the factorials. For four molecules on eight lattice sites, direct enumeration finds 70 arrangements of one hand and 420 with two of each. The ratio is 6, and $(\ln6)/4=0.448$, still well below $\ln2=0.693$. Differentiating the free energies of a million molecules numerically gives a racemic excess of 0.69314, which agrees with the formula.

### The meaning of "the same pressure"

Each hand in the racemate has partial pressure $p/2$. Since $s_{\rm one}$ contains $-k\ln p$,
$$s_{\rm one}(T,p/2)=s_{\rm one}(T,p)+k\ln2.$$
This is the same result seen from another side: each species has twice the volume per molecule that it would have as a pure gas at $p$. If the comparison is instead made at equal partial pressure, each hand keeps its volume per molecule and there is no extra entropy. The statement "a racemate has $R\ln2$ more entropy" is incomplete until the total pressure is said to be held fixed.

### Interconversion is not required

If the molecules can change hand, all compositions must be summed. The binomial theorem gives
$$\sum_{n=0}^{N}\frac{q^n}{n!}\frac{q^{N-n}}{(N-n)!}=\frac{(2q)^N}{N!}.$$
The extra factor is $2^N$, and the extra entropy is again $k\ln2$ per molecule. A frozen equal mixture and an equilibrating one differ in the logarithmic term found above, which is negligible per molecule for a macroscopic gas.

### Unequal amounts

For fractions $x$ and $1-x$ the factor is $N!/[(xN)!\,((1-x)N)!]$. In its logarithm the terms $N\ln N$ cancel, leaving
$$s_{\rm mix}=-k\left[x\ln x+(1-x)\ln(1-x)\right].$$
This vanishes for one pure hand. With $x=(1+e)/2$, where $e$ is the enantiomeric excess, it becomes
$$\frac{s_{\rm mix}}{k}=\ln2-\frac12\left[(1+e)\ln(1+e)+(1-e)\ln(1-e)\right]\simeq\ln2-\frac{e^2}{2}$$
for small $e$. A modest imbalance thus costs little. At 75:25, where $e=0.5$, the full formula gives 0.562, about four fifths of $\ln2$.

## A correction that must not be made twice

A possible reply is that a better treatment of the twisting motion would find the extra entropy by itself. That is true if the treatment spans both mirror-image wells. Take a twist coordinate $x$ with
$$V(x)=B\left(1-\frac{x^2}{a^2}\right)^2,$$
with $B=1.40$ eV, $a=1.00$ Å and effective mass $\mu=40$ u. The minima at $x=\pm a$ are the two hands. When $B\gg kT$ and tunnelling splittings are far below $kT$, the thermally important levels come in nearly degenerate pairs. The sum over states is then twice that of one well, at unchanged mean energy, and the entropy is larger by $k\ln2$.

Diagonalisation at 450 K gives 1.86108 for both wells. It gives 1.16794 when the second well is replaced by a steep wall. The difference is 0.69314. Adding $k\ln2$ to the two-well value would count the mirror image twice.

The harmonic entropy at one minimum is 1.1571, so it lacks the second well and also a small anharmonic part, 0.0108. The latter can be estimated classically. With $y=x/a-1$ and $t=kT/B$,
$$\frac{V}{kT}=\frac{4y^2+4y^3+y^4}{t}.$$
The Gaussian averages are $\langle y^4\rangle=3t^2/64$ and $\langle y^6\rangle=15t^3/512$. To first order in $t$, the quartic term and the square of the cubic term change the logarithm of the partition function by
$$-\frac{\langle y^4\rangle}{t}+\frac12\frac{16\langle y^6\rangle}{t^2}=-\frac{3t}{64}+\frac{15t}{64}=\frac{3t}{16}.$$
Since $s=k\,d(T\ln Z)/dT$ and $t\propto T$, the entropy changes by $3kt/8$. Here $kT=0.0388$ eV, $t=0.0277$, and the estimate is 0.0104, close to the value from the levels. This part belongs to each hand separately and has nothing to do with mixing.

If the barrier becomes comparable with $kT$, the thermally occupied states no longer divide into two separate wells. One should then sum over the whole twist coordinate, rather than add $k\ln2$ to a harmonic result.

## The consequence depends on the condensed phase

A correct gas entropy does not by itself settle the vapour pressure, because the condensed phase may be mixed as well.

**An ordered racemic crystal.** Suppose that the hand at each crystal site is fixed by the structure, or that the two hands form separate crystals. The solid then has no mixing entropy. Let $f_c$ be its free energy per molecule, and let $n$ of $N$ molecules be in the vapour, half of each hand. Neglecting the volume of the solid,
$$F=(N-n)f_c-kT\left[n\ln q-2\ln\left(\frac n2\right)!\right].$$
The derivative of $2\ln(n/2)!$ with respect to $n$ is $\ln(n/2)$ for large $n$. Setting $dF/dn=0$ gives
$$-f_c-kT\ln q+kT\ln\frac n2=0,\qquad n=2q\,e^{f_c/kT}.$$
With a one-handed gas, $\ln(n/2)$ is replaced by $\ln n$, and the factor 2 is absent. If $p_{\rm one}$ is the pressure obtained from this same $f_c$ with the one-handed gas, the true total pressure is $2p_{\rm one}$.

If the two hands form separate crystals, $f_c$ is that of the enantiopure crystal, and the racemate has twice the vapour pressure of one hand alone, as long as the vapour over the enantiopure crystal keeps its hand. If that vapour racemises, the crystal holds its own hand at $p_{\rm one}$ while the other hand builds up to the same pressure. The total then also reaches $2p_{\rm one}$, on the time scale $1/r$ of the interconversion rate estimated below, about ten minutes in the twist model. A crystal that packs both hands together generally has a different $f_c$, so its pressure need not be twice that of the enantiopure crystal. In either case the factor 2 relates a correct and an incorrect calculation for the same solid.

**An ideal racemic liquid.** Here $f_l$ is the free energy per molecule of the pure liquid, and mixing lowers it to $f_l-kT\ln2$. The equilibrium condition becomes
$$n=2q\,e^{(f_l-kT\ln2)/kT}=q\,e^{f_l/kT}.$$
The two mixing terms cancel. The original argument then gives the right pressure, although it omits the same entropy from both phases. Solving the closed-box equilibria numerically gives pressure ratios to the one-handed result of 2.000 for the ordered crystal and 1.000 for the liquid.

## How far the source temperature moves

For the crystal I take a cohesive energy $E_b=1.150$ eV and six lattice vibrations per molecule, each with quantum $\omega=0.005$ eV. Internal vibrations are assumed equal in crystal and gas, so they cancel. The solid's lattice free energy is $-E_b+6kT\ln[2\sinh(\omega/2kT)]$, and
$$p_{\rm one}=kT\left(\frac{mkT}{2\pi}\right)^{3/2}q_{\rm rot}\left[2\sinh\frac{\omega}{2kT}\right]^6e^{-E_b/kT}.$$
At 450 K this is 0.88 Torr. The ordered racemic crystal has $2\times0.88=1.76$ Torr.

The powers of $T$ in front add up to $1+3/2+3/2=4$. Differentiation therefore gives
$$kT^2\frac{d\ln p_{\rm one}}{dT}=E_b+4kT-3\omega\coth\frac{\omega}{2kT}\equiv\Delta H,$$
which is the enthalpy of sublimation. The lattice term is close to its classical value $6kT$, so $\Delta H\simeq E_b-2kT$. At the mean of the two source temperatures below it is 1.073 eV.

Let $T_1$ be the correct temperature for a target pressure $p_0$, and $T_2$ the one predicted without $k\ln2$. Then $2p_{\rm one}(T_1)=p_0=p_{\rm one}(T_2)$. With $\Delta H$ constant over the short interval,
$$\ln2=\frac{\Delta H}{k}\left(\frac1{T_1}-\frac1{T_2}\right),\qquad T_2-T_1=\frac{kT_1T_2\ln2}{\Delta H}.$$
For $p_0=1$ Torr, direct solution gives $T_1=441.0$ K and $T_2=452.1$ K. The formula gives
$$T_2-T_1=\frac{(5.973\times10^{-5}\ {\rm eV/K})(441.0\ {\rm K})(452.1\ {\rm K})}{1.073\ {\rm eV}}=11.1\ {\rm K}.$$
The direct difference is also 11.1 K. The uncorrected prediction is too hot, and a source held there would have an equilibrium pressure of 2 Torr instead of 1 Torr.

## Effects outside the ideal model

Pair interactions can distinguish the hands. To first order in pressure, the residual Gibbs energy per molecule is $pB$, with $B$ the second virial coefficient. For the racemate, $B=\frac12(B_{RR}+B_{RL})$. Relative to the enantiopure gas at the same $T$ and $p$, the entropy changes by
$$\Delta s=-\frac p2\frac{d}{dT}(B_{RL}-B_{RR}).$$
For a trial square well of diameter 9 Å reaching to 1.5 diameters, with depths of 0.150 eV for like and 0.165 eV for unlike pairs, this is $-0.0045k$, or 0.6% of $k\ln2$ in magnitude. The depths are assumed, so this is an indication of size. Quantum degeneracy is negligible: the number of molecules per cubed thermal wavelength is about $2\times10^{-12}$.

An enantiopure reference vapour may also racemise. In the twist model the classical rate in one direction is
$$r=\frac{\omega_0}{2\pi}e^{-B/kT}=1.7\times10^{-3}\ {\rm s^{-1}},$$
where $\omega_0=0.0342$ eV is the well quantum and $B$ is again the twist barrier, 1.40 eV, not the virial coefficient. Since each change of hand alters the excess by two molecules, $de/dt=-2re$, and 99.65% of the excess remains after 1 s. The minority fraction is then 0.0017, with a mixing entropy of about $0.013k$. The leading (Wigner) tunnelling correction raises the rate by 1.6%. Quantisation of the well, where $\omega_0/kT=0.88$, raises it by about 3% more, through the factor $2\sinh(\omega_0/2kT)/(\omega_0/kT)$. A vapour that starts racemic stays racemic.

Metal tris(acetylacetonates) are a real family of this shape. With aluminium or a metal from vanadium to cobalt the mass is about 320 to 360 u; with heavier metals it can exceed 400 u. Source temperatures of 400 to 500 K are a rough working range, so the mass and temperature here are not unusual. Several members of the family melt or decompose within this range, so whether the crystal case or the liquid case applies must be settled for each compound and temperature. The lattice frequencies, cohesive energy and twist parameters are model choices, and racemisation barriers vary with the metal. At 1.2 eV instead of 1.4 eV, the exponential alone would raise the rate by a factor of about 170 at 450 K, and an enantiopure vapour would lose much of its excess within seconds. A flowing source may also leave its carrier gas unsaturated. At half saturation the delivered pressure is half the equilibrium value, an effect as large as the missing factor 2. Agreement between the uncorrected prediction and a delivered pressure would therefore not establish that the entropy was right.

## Recommendation

The calculation should state whether its molecular partition function covers one hand or both, and whether the source is an ordered crystal or a mixed phase. For one optimised hand and an ordered racemic crystal, $k\ln2$ must be added to the vapour entropy. For an ideal racemic liquid it must be added to both phases, and the predicted pressure then stands. The numerical output below gives the values used here to further digits.

## Numbers as computed

```
Temperature: 450.0 K
Total pressure: 1.00 Torr
Molecular mass: 350.0 u
Metal-donor distance: 2.00 angstrom
Metal-bead distance: 4.00 angstrom
Symmetry number of twisted skeleton: 6
Proper matches to its mirror image: 0
Least rms misfit to mirror image: 1.1235 angstrom
Proper matches, untwisted prism to image: 6
Moments of inertia: 1888.0 1888.0 3520.0 u angstrom^2
Lowest mode energy, right hand: 0.005314 eV
Lowest mode energy, left hand: 0.005314 eV
Highest mode energy, right hand: 0.074032 eV
Translational entropy: 29.5285 k
Rotational entropy: 16.2880 k
Skeleton vibrational entropy: 34.0390 k
One-hand entropy, formula: 79.8554 k
One-hand entropy, from free energy: 79.8554 k
Racemic entropy, from free energy: 80.5486 k
Racemic minus one-hand, numerical: 0.69314 k
ln 2: 0.69315 k
k ln 2: 5.9731e-05 eV/K
R ln 2: 5.763 J/(mol K)
k T ln 2: 0.02688 eV
Mixing entropy at 75:25, formula: 0.5623 k
Mixing entropy at 75:25, numerical: 0.5623 k
Lattice states, pure and mixed: 70 420
Mixing entropy per molecule, N=4: 0.44794 k
Mixing entropy per molecule, N=100: 0.66784 k
Mixing entropy per molecule, N=1000000: 0.69314 k
Twist barrier: 1.40 eV
Twist effective mass: 40.0 u
Twist well position (+/-): 1.00 angstrom
Twist quantum: 0.03421 eV
Twist entropy, harmonic one well: 1.15710 k
Twist entropy, one well levels: 1.16794 k
Twist entropy, both wells levels: 1.86108 k
Twist anharmonic entropy: 0.01084 k
Pressure ratio, ordered racemic crystal: 2.0001
Pressure ratio, ideal racemic liquid: 1.0000
Cohesive energy: 1.150 eV
Lattice quantum (six modes): 0.0050 eV
p_one at 450 K: 0.8817 Torr
Ordered racemic crystal pressure at 450 K: 1.7634 Torr
Sublimation enthalpy at mean source T: 1.0727 eV
Source T for 1 Torr, ln 2 included: 440.96 K
Source T for 1 Torr, ln 2 omitted: 452.06 K
Source T error, direct: 11.099 K
Source T error, formula: 11.100 K
Racemisation rate, one direction: 1.731e-03 1/s
Enantiomeric excess left after 1 s: 0.99654
Wigner tunnelling factor on rate: 1.0162
Quantum degeneracy parameter: 1.83e-12
Pair diameter, range ratio: 9.0 angstrom, 1.5
Like and unlike pair depths: 0.15 0.165 eV
Chiral discrimination entropy estimate: -0.00446 k
```
